\section*{Conversion in a Closed Vessel for One-for-One Surface Ligand Exchange}

At 500 K, a ligand exchange with equilibrium constant $K=10.185$ converts 76.1\% of the surface sites in a closed vessel that starts with one reactant molecule per site. If the pressures of reactant and product gas were instead held equal at the same temperature, 91.1\% of the sites would be converted. The standard free energy of exchange is the same in both cases. The difference comes from the gas: as the sites convert in the closed vessel, reactant is used up and product accumulates, until the product pressure is 3.19 times the reactant pressure.

\section{The reaction and its conventions}

A gas molecule A replaces a surface group L by a group M and releases a gas molecule B:
\begin{equation}
\mathrm{A(g)+L(s)\rightleftharpoons M(s)+B(g)}.
\end{equation}
The vessel has fixed volume $V$ and temperature $T$. It starts with $N$ molecules of A, $N$ sites in state L, and no B or M. If a fraction $x$ of the sites has been converted, conservation of matter gives
\begin{equation}
N_A=N_L=N(1-x),\qquad N_B=N_M=Nx. \label{balance}
\end{equation}
The number of gas molecules is $N_A+N_B=N$ throughout, so for an ideal gas the total pressure is constant.

The sites are equivalent and independent, each is in state L or M, and no other reaction or adsorption occurs. Let $\Delta G^\circ$ be the standard free energy per exchange, with standard gas pressure $p^\circ=1$ bar. The surface contribution to $\Delta G^\circ$ is the free-energy difference between one M site and one L site; the entropy of arranging the two kinds of site is counted separately. The equilibrium constant is the dimensionless number
\begin{equation}
K=e^{-\Delta G^\circ/kT}. \label{K}
\end{equation}
Under these conditions, for large $N$ and after enough time to reach equilibrium,
\begin{equation}
x=\frac{\sqrt K}{1+\sqrt K}. \label{result}
\end{equation}

\section{First derivation: the minimum of the free energy}

At fixed $T$ and $V$, a closed system is in equilibrium when its Helmholtz energy $F$ is least. The chemical potential of ideal gas $i$ is $\mu_i=\mu_i^\circ+kT\ln(p_i/p^\circ)$. Its Helmholtz energy is $N_i\mu_i-p_iV$, and $p_iV=N_ikT$, so
\begin{equation}
F_i=N_i\left[\mu_i^\circ+kT\ln\frac{p_i}{p^\circ}-kT\right].
\end{equation}
Define $c=NkT/(Vp^\circ)$. Then $p_A/p^\circ=(1-x)c$ and $p_B/p^\circ=xc$. Apart from the standard terms, the gas contributes
\begin{align}
\frac{F_{\rm gas}}{NkT}
&=(1-x)\{\ln[(1-x)c]-1\}+x\{\ln(xc)-1\}\notag\\
&=(1-x)\ln(1-x)+x\ln x+\ln c-1. \label{gas}
\end{align}
The terms in $\ln c$ have combined with total weight $(1-x)+x=1$. The volume therefore enters only a constant, because the exchange leaves the number of gas molecules unchanged.

On the surface, the $Nx$ converted sites can be chosen in
\begin{equation}
W=\frac{N!}{(Nx)!\,(N-Nx)!}
\end{equation}
ways. Stirling's formula, $\ln m!\simeq m\ln m-m$, gives
\begin{align}
\ln W&\simeq N\ln N-Nx\ln(Nx)-N(1-x)\ln[N(1-x)]\notag\\
&=-N[x\ln x+(1-x)\ln(1-x)].
\end{align}
The linear terms cancel since $-N+Nx+N(1-x)=0$, and the $\ln N$ terms cancel in the second line for the same reason. The entropy $k\ln W$ contributes $-kT\ln W$ to $F$.

Let $f_L$ and $f_M$ be the free energies of single sites. The standard terms per site are $(1-x)(\mu_A^\circ+f_L)+x(\mu_B^\circ+f_M)$. This is a constant plus $x\Delta G^\circ$, with $\Delta G^\circ=\mu_B^\circ+f_M-\mu_A^\circ-f_L$. Adding all parts,
\begin{equation}
\frac{F}{NkT}=\text{const}+\frac{x\Delta G^\circ}{kT}
+2[x\ln x+(1-x)\ln(1-x)]. \label{F}
\end{equation}
The factor 2 has a direct meaning: one mixing term belongs to the surface and an equal one to the gas.

The derivative of $x\ln x$ is $\ln x+1$, and that of $(1-x)\ln(1-x)$ is $-\ln(1-x)-1$. Hence
\begin{equation}
\frac{1}{NkT}\frac{dF}{dx}=\frac{\Delta G^\circ}{kT}+2\ln\frac{x}{1-x}. \label{slopeF}
\end{equation}
This tends to $-\infty$ as $x\to0$ and to $+\infty$ as $x\to1$. Its own derivative, $2/[x(1-x)]$, is positive, so there is one stationary point and it is the minimum. Setting \eqref{slopeF} to zero and using \eqref{K},
\begin{equation}
\left(\frac{x}{1-x}\right)^2=K. \label{square}
\end{equation}
Both $x$ and $1-x$ are positive, so the positive root applies: $x=\sqrt K(1-x)$. Collecting $x$ gives \eqref{result}.

\subsection{Half the free energy}

Dividing numerator and denominator of \eqref{result} by $\sqrt K=e^{-\Delta G^\circ/2kT}$ gives
\begin{equation}
x=\frac{1}{1+e^{\Delta G^\circ/2kT}}. \label{fermi}
\end{equation}
To see why half of $\Delta G^\circ$ appears, keep the gas pressures general. Equality of the chemical potentials on the two sides of the reaction reads
\begin{equation}
\Delta G^\circ+kT\ln\frac{p_B}{p_A}+kT\ln\frac{x}{1-x}=0. \label{general}
\end{equation}
With the pressures held equal, the middle term vanishes and $x=K/(1+K)$. In the closed vessel $p_B/p_A=x/(1-x)$, so the gas term equals the surface term, whatever their common sign. Each balances half of $\Delta G^\circ$.

For $K\gg1$ the unconverted fraction is $1-x\simeq1/\sqrt K$, against $1/K$ at equal held pressures. For $K\ll1$, $x\simeq\sqrt K$, which is larger than the value $K$ found at equal pressures: here the scarcity of product favours the exchange. At $K=1$ both conditions give one half.

With $u=\Delta G^\circ/2kT$, equation \eqref{fermi} has $dx/du=-e^u/(1+e^u)^2=-x(1-x)$. At fixed temperature, therefore,
\begin{equation}
\frac{dx}{d\Delta G^\circ}=-\frac{x(1-x)}{2kT}. \label{slope}
\end{equation}

\section{Second derivation: counting the exchanges}

The same result follows from the probability that $n$ exchanges have occurred. Let $z_A$ and $z_B$ be the partition functions of single gas molecules in the vessel, and $s_L$ and $s_M$ those of single sites. Sites are distinguishable by position, so choosing the converted ones gives a binomial coefficient. Gas molecules of one kind are identical, so each gas carries an inverse factorial. The weight of $n$ exchanges is
\begin{equation}
Z_n=\binom Nn s_L^{N-n}s_M^n\,
\frac{z_A^{N-n}}{(N-n)!}\,\frac{z_B^n}{n!}.
\end{equation}
Multiplication by the constant $N!/(s_Lz_A)^N$ turns the two factorials into a second binomial coefficient:
\begin{equation}
w_n=\binom Nn^2\left(\frac{z_Bs_M}{z_As_L}\right)^n. \label{weights}
\end{equation}

The bracket is $K$. To show this, write $z_i=V\zeta_i$. The dilute-gas chemical potential is $-kT\ln(z_i/N_i)$, and $V/N_i=kT/p_i$, so
\begin{equation}
\mu_i=-kT\ln\frac{\zeta_ikT}{p^\circ}+kT\ln\frac{p_i}{p^\circ}.
\end{equation}
The first term is $\mu_i^\circ$. Thus $\mu_B^\circ-\mu_A^\circ=-kT\ln(z_B/z_A)$, and likewise $f_M-f_L=-kT\ln(s_M/s_L)$. Their sum is $\Delta G^\circ=-kT\ln[z_Bs_M/(z_As_L)]$, which is \eqref{K}.

Since $\binom N{n+1}/\binom Nn=(N-n)/(n+1)$, successive weights obey
\begin{equation}
\frac{w_{n+1}}{w_n}=K\left(\frac{N-n}{n+1}\right)^2. \label{ratio}
\end{equation}
This ratio falls steadily with $n$, so the distribution has a single peak. For large $N$ the peak lies where the ratio passes through 1. With $y=n/N$ and large $N$, the ratio becomes $K[(1-y)/y]^2$. It equals 1 at $y=\sqrt K/(1+\sqrt K)$. At any fixed distance in $y$ from this point, the ratio differs from 1 by an amount that does not shrink with $N$, while the number of steps to get there grows as $N$. The weight away from the peak therefore becomes negligible, and the mean conversion tends to \eqref{result}.

\subsection{Small numbers and fluctuations}

Equation \eqref{ratio} also gives an identity for finite $N$. Write it as $(n+1)^2w_{n+1}=K(N-n)^2w_n$ and sum over $n$ from 0 to $N-1$. The missing terms, $n=0$ on the left and $n=N$ on the right, are zero, so
\begin{equation}
\langle n^2\rangle=K\langle(N-n)^2\rangle.
\end{equation}
If $m$ and $v$ are the mean and variance of $n/N$, this becomes
\begin{equation}
m^2+v=K[(1-m)^2+v]. \label{identity}
\end{equation}
The square-root law is the limit $v\to0$.

For one pair, $n$ is 0 or 1, with weights 1 and $K$, and $m=K/(1+K)$. For $K=10.185$ this is 0.9106. Explicit summation of \eqref{weights} gives 0.7755 for 10 pairs and 0.7615 for 1000, approaching 0.7614. The fall from 0.9106 comes from the gas. With only one binomial coefficient in \eqref{weights}, for the choice of sites, the mean would be $K/(1+K)$ at every $N$. The second coefficient, from the mixing of the gases, gives intermediate conversions more weight and here lowers the mean.

The width of the peak follows from the logarithm of \eqref{ratio}. Let $t=n-Nx$, with $x$ given by \eqref{result}. Near the peak the derivative of $2\ln[(1-y)/y]$ is $-2/[x(1-x)]$, so $\ln(w_{n+1}/w_n)\simeq-2t/[Nx(1-x)]$. Summing these steps gives $\ln w_n\simeq\text{const}-t^2/[Nx(1-x)]$. Comparison with the Gaussian exponent $-t^2/(2\sigma^2)$ yields $\sigma^2=Nx(1-x)/2$, and hence
\begin{equation}
v\simeq\frac{x(1-x)}{2N}. \label{variance}
\end{equation}
Now put $m=x+\delta$ in \eqref{identity} and keep first order in $\delta$ and $v$. Since $x^2=K(1-x)^2$, what remains is $2x\delta+v=K[-2(1-x)\delta+v]$, or
\begin{equation}
2[x+K(1-x)]\delta=(K-1)v.
\end{equation}
Here $x+K(1-x)=x/(1-x)$ and $K-1=(2x-1)/(1-x)^2$. With \eqref{variance}, $\delta\simeq(2x-1)/(4N)$. For 10 pairs this is $0.5228/40=0.0131$, which predicts 0.7745, close to the summed 0.7755.

\section{What each derivation assumes}

Both derivations require a closed vessel, equal initial amounts, no initial product, one-for-one exchange, and equilibrium. Both treat the gas as ideal and the sites as independent.

The first takes the chemical potentials as given and needs large $N$ for Stirling's formula. It does not ask what molecular structure produces $\Delta G^\circ$, and it is readily extended by adding an interaction energy to $F$. The second assumes that the partition function factorizes into single-molecule and single-site parts, with the classical dilute-gas factorials. In return it derives the gas mixing term, holds for small $N$, and gives the fluctuations. The two equal mixing terms in \eqref{F} are the large-$N$ form of the squared binomial in \eqref{weights}.

The equal-amount condition can be relaxed in either route. With $r$ molecules of A per site, $N_A=N(r-x)$ and $p_B/p_A=x/(r-x)$. Equation \eqref{general} then gives
\begin{equation}
K=\frac{x^2}{(1-x)(r-x)},\qquad
r=x+\frac{x^2}{K(1-x)}. \label{dose}
\end{equation}
When both $r\gg1$ and $Kr\gg1$, $1-x\simeq1/(Kr)$: excess reactant acts like a larger equilibrium constant.

\section{A metal chloride on silica}

Consider a dose of the titanium tetrachloride type on calcined silica powder. A surface hydroxyl gives up its hydrogen as HCl, and its oxygen binds the metal trichloride group. The inputs are round model values: 200 m$^2$ of surface, 1.5 sites per nm$^2$, a 10 L vessel at 500 K, and $\Delta G^\circ=-0.10$ eV ($-9.65$ kJ/mol). There are $200\times1.5\times10^{18}=3.00\times10^{20}$ sites, and $NkT/V$ gives a total pressure of 1.553 Torr.

With $kT=0.04309$ eV, $K=e^{0.10/0.04309}=10.185$ and $\sqrt K=3.1914$, so
\begin{equation}
x=\frac{3.1914}{4.1914}=0.7614.
\end{equation}
Direct numerical minimization of the Helmholtz energy for these inputs also gives 0.7614. The converted density is 1.142 nm$^{-2}$. The final pressures are 0.371 Torr of reactant and 1.183 Torr of product, whose ratio is $\sqrt K$. Doubling the dose to $r=2$ raises the site conversion to 0.9225. Reaching 0.99 requires, by \eqref{dose}, $r=0.99+0.9801/(10.185\times0.01)=10.61$.

\subsection{Effects left out}

Each estimate below changes one thing and holds the other inputs fixed.

\emph{Exchange energy.} The slope \eqref{slope} is $-2.108$ per eV. Lowering or raising $\Delta G^\circ$ by 0.05 eV gives $x=0.8508$ or $0.6411$.

\emph{Repulsion.} Suppose each M site carries a dipole of 2 debye normal to the surface, on a square lattice of spacing 0.816 nm. A nearest pair repels by 0.00459 eV. The lattice sum of inverse cubed distances, 9.0336, gives $U=0.0414$ eV at full coverage. In mean field the energy per site is $Ux^2/2$, so $\Delta G^\circ$ is replaced by $\Delta G^\circ+Ux$, and $x$ falls to 0.6955.

\emph{Unequal sites.} Let site energies have a Gaussian offset $\varepsilon$ of standard deviation 0.05 eV. All sites share one gas, so $x$ is the average of $1/\{1+e^{(\Delta G^\circ+\varepsilon)/kT}x/(1-x)\}$. The solution is 0.7366.

\emph{Weak adsorption.} Take a layer of thickness $d=0.3$ nm over area $S$, with wells $E$ of 0.40 eV for A and 0.25 eV for B. The ratio of adsorbed to free molecules is $h=(Sd/V)e^{E/kT}$, or 0.0646 for A and 0.00199 for B. The free amounts are the total amounts divided by $1+h$, so
\begin{equation}
\left(\frac{x}{1-x}\right)^2=K\frac{1+h_B}{1+h_A},
\end{equation}
and $x=0.7559$. The volume now matters. In a 1 L vessel both $h$ values would be ten times larger, and this formula gives about 0.72.

\emph{Bridging.} Suppose a tenth of the sites lie in close pairs, and every pair binds one metal centre and releases two HCl. If a fraction $y$ of the isolated sites converts, then per site there are $0.10+0.90y$ molecules of B and $0.95-0.90y$ of A. Equilibrium at the isolated sites gives $y=0.7686$ and a total conversion of 0.7918. The total rises because the pairs are assumed fully converted and use only half a reactant molecule per site.

Gas imperfection is minor here: second virial coefficients of size up to 1 L/mol change $x$ by an amount of order $10^{-5}$ or less, depending on how the coefficients of the two gases differ. The thermal standard deviation of $x$, from \eqref{variance}, is $1.7\times10^{-11}$.

\subsection{Relation to a real process}

The exchange energy is a model choice, and the real value depends on the site. It is also a small remainder of large terms: at 500 K the difference between the standard entropies of gaseous TiCl$_4$ and HCl alone is worth about 1 eV in $\Delta G^\circ$, to be offset by the bond energies and the entropy of the surface groups. The equimolar closed vessel is also a choice: a process may instead supply fresh reactant and sweep the product away. By \eqref{general}, as $p_B/p_A\to0$ the conversion of ideal sites tends to 1 instead of 0.76. Within the closed model, the estimates above range from 0.64 to 0.85 when one effect is changed at a time. Both ends come from the chosen step of 0.05 eV in $\Delta G^\circ$, so this is not an error bar: a step of 0.10 eV gives 0.50 to 0.91. Effects can also add: the dipole repulsion, the spread of site energies and the weak adsorption together give about 0.67, and about 0.56 if $\Delta G^\circ$ is also 0.05 eV higher. The value 0.7614 is therefore the result for the ideal model, not a prediction for a real powder. The inputs and most of the results are collected in the numerical output that follows.

\section*{Computed results}
\begin{verbatim}
temperature: 500 K
thermal energy kT: 0.04309 eV
surface area: 200 m^2
site density: 1.5 nm^-2
number of sites: 3.00e+20
vessel volume: 10 L
constant total pressure: 1.553 Torr
standard exchange free energy: -0.10 eV
same free energy: -9.65 kJ/mol
equilibrium constant K: 10.185
square root of K: 3.1914
conversion x, formula: 0.7614
conversion x, free-energy minimum: 0.7614
converted site density: 1.142 nm^-2
final reactant pressure: 0.371 Torr
final product pressure: 1.183 Torr
conversion at equal held pressures: 0.9106
counted conversion, 1 pair: 0.9106
counted conversion, 10 pairs: 0.7755
counted conversion, 1000 pairs: 0.7615
slope dx/dG: -2.108 per eV
site conversion at r = 2: 0.9225
r for site conversion 0.99: 10.61
x if dG is 0.05 eV lower: 0.8508
x if dG is 0.05 eV higher: 0.6411
site spacing: 0.816 nm
surface dipole: 2.0 debye
square-lattice dipole sum: 9.0336
nearest-pair repulsion: 0.00459 eV
full-coverage repulsion: 0.0414 eV
x with dipole repulsion: 0.6955
site-energy standard deviation: 0.05 eV
x with site-energy spread: 0.7366
adsorption layer thickness: 0.3 nm
reactant, product well depths: 0.40, 0.25 eV
reactant adsorbed/gas ratio: 0.0646
product adsorbed/gas ratio: 0.00199
x with weak adsorption: 0.7559
fraction of sites in close pairs: 0.10
single-site conversion with bridging: 0.7686
total site conversion with bridging: 0.7918
virial coefficient magnitude: 1.0 L/mol
gas imperfection |B|p/RT: 4.98e-05
size of virial shift in x: 4.52e-06
thermal standard deviation of x: 1.74e-11
\end{verbatim}
